# Functional-Driven and Density-Driven Energy Errors, with PBE for Stretched H₂⁺, part 1

(Sections cited here and not found follow in the later parts.)

The molecular ion H₂⁺ has one electron and two protons. When the protons are pulled apart, the exact electronic energy tends to that of a hydrogen atom beside a bare proton. A self-consistent calculation with the PBE functional gives, at a separation of 12 bohr, an energy about 2.3 eV below the exact one. Two things can have gone wrong. The functional may assign the wrong energy to the right density. Or the self-consistent cycle, steered by the wrong potential, may settle on the wrong density. The cure differs in the two cases, since a better density helps only in the second. The decomposition derived below separates the two causes exactly, and H₂⁺ is a system in which the exact kinetic and exchange-correlation functionals and the inversion from density to potential are available in closed form, so that only the two densities have to be computed numerically.

## Definitions

Hartree atomic units are used. The external potential $v(\mathbf r)$ and the electron number $N$ are fixed, and all energies are electronic: the repulsion of the nuclei is the same in every energy below and drops out of every difference.

For a density $n(\mathbf r)\ge 0$ with $\int n\,d^3r=N$, two constrained searches define

$$F[n]=\min_{\Psi\to n}\langle\Psi|\hat T+\hat V_{ee}|\Psi\rangle,\qquad T_s[n]=\min_{\Phi\to n}\langle\Phi|\hat T|\Phi\rangle ,$$

where $\Psi$ runs over antisymmetric $N$-electron states with density $n$ and $\Phi$ over Slater determinants with density $n$. The Hartree energy is

$$U[n]=\frac12\iint\frac{n(\mathbf r)\,n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' ,$$

and the exact exchange-correlation energy is what remains, $E_{xc}[n]=F[n]-T_s[n]-U[n]$. The exact and the approximate total-energy functionals are

$$E_v[n]=T_s[n]+\int v\,n\,d^3r+U[n]+E_{xc}[n],$$

$$\tilde E_v[n]=T_s[n]+\int v\,n\,d^3r+U[n]+\tilde E_{xc}[n].$$

They differ by the error functional

$$W[n]=\tilde E_{xc}[n]-E_{xc}[n],\qquad \tilde E_v[n]=E_v[n]+W[n],\tag{1}$$

which does not depend on $v$. From here on $n$ without a label is the exact ground-state density, the minimizer of $E_v$, and $\tilde n$ is the density delivered by the approximate calculation. The total error is

$$\Delta E=\tilde E_v[\tilde n]-E_v[n].$$

The result derived twice below is

$$\Delta E=\Delta E_F+\Delta E_D,\qquad \Delta E_F=W[n],\qquad \Delta E_D=\tilde E_v[\tilde n]-\tilde E_v[n].\tag{2}$$

## First derivation: differences of energies and the minimum principle

The quantity $\tilde E_v[n]$, the approximate functional on the exact density, is added and subtracted:

$$\Delta E=\big(\tilde E_v[n]-E_v[n]\big)+\big(\tilde E_v[\tilde n]-\tilde E_v[n]\big).$$

In the first bracket both functionals act on the same density. The terms $T_s[n]$, $\int vn$ and $U[n]$ are then the same numbers in both and cancel, which by (1) leaves $W[n]$. This is $\Delta E_F$, the error that remains when the density is right. In the second bracket one functional acts on two densities. This is $\Delta E_D$, which vanishes when $\tilde n=n$. Equation (2) is proved, and only two things were needed: $n$ must be a definite density, and $T_s[n]$ must be the same object in both functionals.

The sign of $\Delta E_D$ needs one more assumption. Let $\mathcal D$ be the set of densities over which the approximate calculation searches. If $\tilde n$ is the global minimizer of $\tilde E_v$ on $\mathcal D$ and $n$ belongs to $\mathcal D$, then $\tilde E_v[\tilde n]\le\tilde E_v[n]$, so

$$\Delta E_D\le 0,\qquad\text{equivalently}\qquad \Delta E\le W[n].\tag{3}$$

The intermediate quantity could have been $E_v[\tilde n]$ instead. Adding and subtracting it gives

$$\Delta E=\big(E_v[\tilde n]-E_v[n]\big)+W[\tilde n].\tag{4}$$

The bracket is non-negative because $n$ minimizes $E_v$. Hence $\Delta E\ge W[\tilde n]$, and with (3)

$$W[\tilde n]\le\Delta E\le W[n].\tag{5}$$

Splits (2) and (4) are both exact. Split (2) is the one of practical use, because its density-driven part contains only the approximate functional, whereas (4) asks for the exact functional on a density that is not the ground state of $v$.

Evaluating the approximate functional on the exact density replaces the error $\Delta E$ by $\Delta E_F$. Whether this is an improvement follows from (3). If $\Delta E_F\le0$, the two parts have the same sign and $|\Delta E_F|\le|\Delta E|$. If $\Delta E_F>0$, the condition $|\Delta E_F|<|\Delta E_F+\Delta E_D|$ can hold only with $\Delta E_F+\Delta E_D<-\Delta E_F$, that is $\Delta E_D<-2\Delta E_F$. For a difference of two total energies, such as a binding energy, the density-driven part is a difference of two non-positive numbers and has no fixed sign.

The algebra hides one difficulty. The number $\tilde E_v[n]$ contains $T_s[n]$ of the exact density. A Kohn–Sham calculation yields $T_s$ only for its own density $\tilde n$. For $n$ the constrained search has to be carried out, which in general means finding the one-body potential whose non-interacting ground state has density $n$. For one electron the search can be done by hand.

### One electron

The spin of the electron is fixed as up, so the approximate functional is evaluated on the spin densities $(n,0)$, and $\tilde E_{xc}[n]$ means $\tilde E_{xc}[n,0]$ throughout. Any orbital with density $n$ has the form $\psi=\sqrt n\,e^{iS}$ with real $S(\mathbf r)$. Its gradient is $\nabla\psi=(\nabla\sqrt n+i\sqrt n\,\nabla S)\,e^{iS}$. The two terms in the bracket are real and imaginary, so $|\nabla\psi|^2=|\nabla\sqrt n|^2+n|\nabla S|^2$ and

$$\langle\psi|\hat T|\psi\rangle=\frac12\int|\nabla\sqrt n|^2\,d^3r+\frac12\int n\,|\nabla S|^2\,d^3r .$$

The second term is non-negative and vanishes for constant $S$. With $\nabla\sqrt n=\nabla n/(2\sqrt n)$ the minimum is the von Weizsäcker functional,

$$T_s[n]=T_W[n]=\frac12\int|\nabla\sqrt n|^2\,d^3r=\int\frac{|\nabla n|^2}{8n}\,d^3r .\tag{6}$$

A real orbital $\phi$ with a nodal surface also has kinetic energy $T_W[\phi^2]$, because $\sqrt{\phi^2}=|\phi|$ and $|\nabla|\phi||=|\nabla\phi|$ everywhere except on the nodal surface, which has no volume. For every real normalized orbital, therefore, $T_s[\phi^2]+\int v\phi^2=\langle\phi|h|\phi\rangle$ with $h=-\frac12\nabla^2+v$.

One electron has no interaction, so $\hat V_{ee}=0$ and $F[n]=T_s[n]$. The definition of $E_{xc}$ then gives, for every one-electron density,

$$E_{xc}[n]=-U[n],\qquad W[n]=U[n]+\tilde E_{xc}[n].\tag{7}$$

The exact functional is $E_v[\phi^2]=\langle\phi|h|\phi\rangle$. Its minimum is the lowest eigenvalue $\varepsilon_0$ of $h$, reached at $n=\phi_0^2$. Hartree–Fock theory minimizes the same expression, since its exchange term cancels its Hartree term for a single orbital, and so it is exact here. The two parts of the error are

$$\Delta E_F=U[n]+\tilde E_{xc}[n],\qquad \Delta E_D=\min_\phi\Big(\langle\phi|h|\phi\rangle+W[\phi^2]\Big)-\varepsilon_0-W[n].\tag{8}$$

The functional-driven error is the self-interaction error of the functional on the exact density.

These statements survive in a finite basis. Let $\mathcal D$ be the set of densities $\phi^2$ with $\phi$ a real normalized combination of the basis functions. By (6) the orbital $\phi$ itself attains the constrained minimum, so $T_s[\phi^2]$ is the matrix element of $\hat T$ with no further search. The minimizer of $E_v$ on $\mathcal D$ is the lowest eigenvector of the matrix of $h$, and it lies in the set searched by the approximate calculation. Equations (2) to (8) then hold with "exact" read as "exact in the basis".

A two-electron singlet such as H⁻ also has $T_s=T_W$, with the doubly occupied orbital $\sqrt{n/2}$, but it meets the conditions less cleanly. The square root of a correlated density is not a combination of the basis functions, so $n$ lies outside $\mathcal D$ and (3) is no longer guaranteed in the basis. There is also a question whether $\tilde n$ exists. The derivative of $\tilde E_v$ with respect to the occupation of an orbital is the orbital energy (Janak's theorem). If that energy is positive, which is the known behaviour of PBE for H⁻ and is not computed here, moving a little charge to infinity, where it costs zero energy per electron at first order, lowers $\tilde E_v$. The infimum over two-electron densities is then not attained by a bound density, and the $\tilde n$ of a finite basis depends on how far the basis reaches.

## Second derivation: integration along a path, with inverted potentials

The second derivation builds $\Delta E$ from derivatives. Let $\Delta n=\tilde n-n$, so that $\int\Delta n\,d^3r=0$, and define a straight line of densities and a function of two numbers,

$$n_\lambda=n+\lambda\,\Delta n,\qquad G(a,\lambda)=E_v[n_\lambda]+a\,W[n_\lambda],\qquad 0\le a,\lambda\le1 .$$

Each $n_\lambda=(1-\lambda)n+\lambda\tilde n$ is non-negative and holds $N$ electrons. The parameter $a$ turns the error of the functional on: $a=0$ is the exact functional and, by (1), $a=1$ is the approximate one. The family is a scaling device and not a functional proposed for use. The corners are $G(0,0)=E_v[n]$ and $G(1,1)=\tilde E_v[\tilde n]$, so $\Delta E=G(1,1)-G(0,0)$ is the integral of $dG$ along any path in the square on which $G$ is differentiable. Take first $a$ from 0 to 1 at $\lambda=0$, then $\lambda$ from 0 to 1 at $a=1$:

$$\Delta E=\int_0^1\frac{\partial G}{\partial a}(a,0)\,da+\int_0^1\frac{\partial G}{\partial\lambda}(1,\lambda)\,d\lambda .$$

On the first leg $\partial G/\partial a=W[n]$, independent of $a$, and the integral is $W[n]=\Delta E_F$. On the second leg the chain rule gives

$$s(\lambda)\equiv\frac{\partial G}{\partial\lambda}(1,\lambda)=\int\Delta n(\mathbf r)\,\frac{\delta\tilde E_v}{\delta n(\mathbf r)}\bigg|_{n_\lambda}d^3r .$$

The functional derivative is assembled term by term. The external term gives $v$. The Hartree term is quadratic and symmetric in its two densities, so the factor $\frac12$ cancels and the derivative is $v_H[n_\lambda](\mathbf r)=\int n_\lambda(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$. The approximate exchange-correlation term gives $\tilde v_{xc}[n_\lambda]$ by definition. For a gradient approximation, $\tilde E_{xc}=\int e(n,\sigma)\,d^3r$ with $\sigma=|\nabla n|^2$, the variation $\delta\sigma=2\nabla n\cdot\nabla\delta n$ gives

$$\int\tilde v_{xc}\,\delta n\,d^3r=\int\Big(\frac{\partial e}{\partial n}\,\delta n+2\,\frac{\partial e}{\partial\sigma}\,\nabla n\cdot\nabla\delta n\Big)d^3r ,\tag{9}$$

and this weak form is what integrals over $\tilde v_{xc}$ mean below.

The kinetic term is where inversion enters. Suppose $n_\lambda$ is the ground-state density of non-interacting electrons in a potential $v_s[n_\lambda]$. The variational principle for those electrons says that $T_s[n']+\int v_s[n_\lambda]\,n'$ is smallest at $n'=n_\lambda$ among $N$-electron densities. If $T_s$ is differentiable there, the first variation vanishes for every $\delta n$ with $\int\delta n=0$, which means

$$\frac{\delta T_s}{\delta n}\bigg|_{n_\lambda}=-v_s[n_\lambda]+\text{const}.\tag{10}$$

The constant is undetermined and harmless, because it multiplies $\int\Delta n=0$. The second leg is therefore

$$\Delta E_D=\int_0^1 s(\lambda)\,d\lambda,\qquad s(\lambda)=\int\Delta n\,\big(v+v_H[n_\lambda]+\tilde v_{xc}[n_\lambda]-v_s[n_\lambda]\big)\,d^3r .\tag{11}$$

The bracket compares two potentials. The sum $v+v_H+\tilde v_{xc}$ is the potential that the approximate Kohn–Sham equations build from $n_\lambda$. The potential $v_s[n_\lambda]$ is the one that would reproduce $n_\lambda$. Their mismatch is the force on the density, and $\Delta E_D$ is the energy change as that force carries the density from $n$ to $\tilde n$. The exact $E_{xc}$ does not appear on this leg. The opposite order of legs gives (4), and its density leg contains the exact $v_{xc}[n_\lambda]$.

### The end values of $s$

At $\lambda=1$ self-consistency says that the potential built from $\tilde n$ has $\tilde n$ as its ground-state density, so $v_s[\tilde n]=v+v_H[\tilde n]+\tilde v_{xc}[\tilde n]$ up to a constant, and $s(1)=0$.

At $\lambda=0$ the argument that gave (10), applied to the interacting system, gives $\delta F/\delta n=-v$ at the exact density. Differentiating $E_{xc}=F-T_s-U$ then gives $v_{xc}[n]=-v+v_s[n]-v_H[n]$, the exact exchange-correlation potential as obtained by inversion. Inserting $v_s[n]=v+v_H[n]+v_{xc}[n]$ into (11) cancels $v$ and $v_H$:

$$s(0)=\int\Delta n\,\Delta v\,d^3r,\qquad \Delta v=\tilde v_{xc}[n]-v_{xc}[n]=\frac{\delta W}{\delta n}\bigg|_n .\tag{12}$$

An error in the value of $W$ at $n$ makes $\Delta E_F$, and an error in its slope at $n$ starts $\Delta E_D$. If $\Delta v$ is a constant, $n$ is a stationary point of $\tilde E_v$.

The sign of $\Delta E_D$ does not follow from (11) alone. If $\tilde E_v$ is convex along the line, $s$ is non-decreasing, and with $s(1)=0$ this gives $s(\lambda)\le0$ throughout and $s(0)\le\Delta E_D\le0$. Convexity is a property of the particular functional and is not guaranteed; the biased example below violates it.

### Inversion for one electron

Write $\phi=\sqrt{n_\lambda}$, which is nodeless. It solves $-\frac12\nabla^2\phi+v_s\phi=\varepsilon\phi$ if the equation is divided by $\phi$ and read as a formula for the potential,

$$v_s[n_\lambda]=\varepsilon+\frac{\nabla^2\sqrt{n_\lambda}}{2\sqrt{n_\lambda}} .$$

A nodeless eigenfunction is the ground state, so this is the inverted potential, and the constant is set by choosing $\varepsilon=0$. In terms of the density, $\nabla\sqrt n=\nabla n/(2\sqrt n)$, and its divergence by the product rule is $\nabla^2\sqrt n=\nabla^2n/(2\sqrt n)-|\nabla n|^2/(4n^{3/2})$. Dividing by $2\sqrt n$,

$$v_s[n]=\frac{\nabla^2n}{4n}-\frac{|\nabla n|^2}{8n^2}.\tag{13}$$

Relation (10) can be confirmed directly from (6). With $\delta\sqrt n=\delta n/(2\sqrt n)$,

$$\delta T_W=\int\nabla\sqrt n\cdot\nabla\Big(\frac{\delta n}{2\sqrt n}\Big)d^3r=-\int\delta n\,\frac{\nabla^2\sqrt n}{2\sqrt n}\,d^3r ,$$

where the integration by parts has no surface term for densities that decay at infinity. For the exact density $v_s[n]=v$ up to a constant, (7) gives $v_{xc}=-v_H$, and

$$\Delta v=v_H[n]+\tilde v_{xc}[n].\tag{14}$$

In a finite basis the line $n_\lambda$ leaves the set $\mathcal D$, because $\sqrt{n_\lambda}$ is not a combination of basis functions. The identity (11) is unaffected, since (6) and (13) apply to any smooth positive density, and $n_\lambda$ with $0<\lambda<1$ vanishes only where both end densities vanish. The end values are affected. From (13), $v-v_s[n]=(h\phi_0)/\phi_0=\varepsilon_0+\varrho/\phi_0$, where $\varrho=(h-\varepsilon_0)\phi_0$ is the residual of the eigenvalue equation. It is zero in a complete basis and orthogonal to all basis functions in a finite one. With $\tilde\phi=\phi_0+\delta$ one has $\Delta n/\phi_0=2\delta+\delta^2/\phi_0$. The function $\delta$ lies in the basis, so the first term is orthogonal to $\varrho$, and

$$s(0)=\int\Delta n\,\Delta v\,d^3r+\int\varrho\,\frac{\delta^2}{\phi_0}\,d^3r .\tag{15}$$

The extra term is of second order in the orbital change, and it is magnified where $\phi_0$ is small compared with $\delta$. The same argument at $\lambda=1$, with the roles of the orbitals exchanged and $h$ replaced by the self-consistent operator, makes $s(1)$ a residual of the same kind.

The total energy error has been split exactly into functional-driven and density-driven parts by two derivations, and for one electron the exact functionals and the inverted potential have been written in closed form. What remains is to estimate the density-driven part, compare what the derivations assume, and compute both parts for H₂⁺ with PBE.
